**Electronic factor for F + H2 with one reactive doublet**

The program tests $f(T)=2/(4+2e^{-D/kT})$, where $D=404\ \mathrm{cm^{-1}}$ is the input value taken for the fine-structure splitting of F and the barrier is measured from F($^2P_{3/2}$) + H2. It diagonalizes the six-state spin-orbit Hamiltonian and asserts that the levels, the partition function, the limits of $f$ and the slope of $\ln f$ agree with the formulas. It also asserts that a Kramers pair with a second-order shift remains at a saddle of low symmetry. Along a model reaction path it integrates the thermal flux for each reactant state and asserts that the sum over the two states of the reactive doublet agrees with the transition-state formula to within 0.1 %. A second run without spin-orbit coupling tests the ratio $R$ of the rates with and without coupling, including the small shift of the saddle. The output shows $f$ falling from 0.4993 at 100 K to 0.3907 at 1000 K, while $R$ for a fully quenched saddle rises from 0.216 to 0.966. The path parameters are round model values and do not describe a computed F + H2 surface.

## Verification by program

```python
# Result under test: the electronic factor of the transition-state rate of
# F(2P) + H2 with a single reactive doublet surface is
#     f(T) = 2 / (4 + 2 exp(-D/kT)),
# with the barrier measured from F(2P3/2) + H2.
# D: fine-structure splitting of F; A: spin-orbit constant in A L.S (A = -2D/3);
# p*: thermal fraction of F(2P1/2); R: rate with spin-orbit coupling divided by
# the rate without it, for a saddle where the coupling is quenched.
# Energies are in cm^-1, temperatures in K.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

K_CM = const.k / (const.h * const.c * 100.0)
CM_TO_KJ = const.h * const.c * 100.0 * const.N_A / 1000.0
D = 404.0
A_F = -2.0 * D / 3.0
V_FREE = 500.0     # model barrier without spin-orbit coupling
W_UP = 5000.0      # model height of the upper doublets at the saddle
TEMPS = [100.0, 200.0, 300.0, 500.0, 700.0, 1000.0]

# Angular momentum matrices for L = 1 and S = 1/2
l_plus = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)
lx = (l_plus + l_plus.T) / 2
ly = (l_plus - l_plus.T) / 2j
lz = np.diag([1.0, 0.0, -1.0])
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
L_DOT_S = np.kron(lx, sx) + np.kron(ly, sy) + np.kron(lz, sz)


def levels(a_so, w_x, w_y):
    """Six electronic energies; w_x, w_y raise the two upper real orbitals."""
    field = w_x * (np.eye(3) - lx @ lx) + w_y * (np.eye(3) - ly @ ly)
    return np.linalg.eigvalsh(a_so * L_DOT_S + np.kron(field, np.eye(2)))


def factor(t):
    return 2.0 / (4.0 + 2.0 * np.exp(-D / (K_CM * t)))


def excited_fraction(t):
    return 1.0 / (1.0 + 2.0 * np.exp(D / (K_CM * t)))


def coupling_ratio(t):
    x = D / (K_CM * t)
    return 3.0 * np.exp(-x / 3.0) / (2.0 + np.exp(-x))


# Reactant levels and partition function from diagonalization
atom = levels(A_F, 0.0, 0.0)
rel = atom - atom[0]
assert np.allclose(rel, [0, 0, 0, 0, D, D], atol=1e-9)
assert abs(-atom[0] - D / 3) < 1e-9


def factor_from_levels(t):
    return 2.0 / np.sum(np.exp(-rel / (K_CM * t)))


for t in TEMPS:
    assert abs(factor_from_levels(t) / factor(t) - 1) < 1e-10
    pop = np.exp(-rel / (K_CM * t))
    pop /= pop.sum()
    assert abs(pop[4:].sum() - excited_fraction(t)) < 1e-10
    # Activation-energy term by finite difference of ln f
    dt = 1e-3 * t
    slope = (np.log(factor_from_levels(t + dt))
             - np.log(factor_from_levels(t - dt))) / (2 * dt)
    assert abs(K_CM * t**2 * slope + D * excited_fraction(t)) < 1e-2

# Limits of f, and the high-temperature law of ln R
assert abs(factor_from_levels(5.0) - 0.5) < 1e-10
assert abs(factor_from_levels(1e7) - 1 / 3) < 1e-4
x_small = D / (K_CM * 5e4)
assert abs(np.log(coupling_ratio(5e4)) / (-x_small**2 / 9) - 1) < 0.01

# Saddle of low symmetry: Kramers pair, no first-order spin-orbit energy
a_weak, w_a, w_b = -2.0, 4000.0, 7000.0
pair = levels(a_weak, w_a, w_b)
second_order = -(a_weak**2 / 4) * (1 / w_a + 1 / w_b)
assert abs(pair[1] - pair[0]) < 1e-9 and pair[2] - pair[1] > 1000
assert abs(pair[0] / second_order - 1) < 2e-3

# Adiabatic curves along a model reaction path s, saddle at s = 0
path = np.linspace(-14.0, 14.0, 281)
shape = 1.0 / np.cosh(path)**2


def curves(a_so):
    return np.array([V_FREE * g + levels(a_so, W_UP * g, W_UP * g)
                     for g in shape])


def state_flux(curve_set, t):
    """Reactive share of the thermal incoming flux, for each reactant state."""
    kt = K_CM * t
    start = curve_set[0]
    top = curve_set.max(axis=0)
    weight = np.exp(-(start - start[0]) / kt)
    weight /= weight.sum()
    share = []
    for e0, e_top in zip(start, top):
        u0 = np.sqrt(max(e_top - e0, 0.0) / kt)   # reduced threshold speed
        share.append(quad(lambda u: 2 * u * np.exp(-u * u), u0, u0 + 8.0,
                          epsabs=0.0, epsrel=1e-9)[0])
    return weight * np.array(share)


with_so = curves(A_F)
without_so = curves(0.0)
saddle_shift = -(A_F**2 / 2) / (W_UP + D / 3)
barrier = V_FREE + D / 3 + saddle_shift
barrier_numeric = with_so[:, 0].max() - with_so[0, 0]
assert abs(barrier_numeric - barrier) < 0.05

flux_rows = []
for t in TEMPS:
    kt = K_CM * t
    flux = state_flux(with_so, t)
    reactive = flux[:2].sum()
    formula = factor(t) * np.exp(-barrier / kt)
    assert abs(reactive / formula - 1) < 1e-3
    free = state_flux(without_so, t)[:2].sum()
    ratio = reactive / free
    assert abs(ratio / (coupling_ratio(t) * np.exp(-saddle_shift / kt)) - 1) < 1e-3
    leak = flux[2:].sum() / reactive
    assert leak < 0.01
    flux_rows.append((t, reactive, formula, ratio, leak))

f_values = np.array([factor(t) for t in TEMPS])
assert np.all(np.diff(f_values) < 0)

print(f"splitting D = {D:.1f} cm^-1; k/hc = {K_CM:.6f} cm^-1/K")
print(f"D/k = {D / K_CM:.2f} K; A = {A_F:.2f} cm^-1; D/3 = {D / 3:.2f} cm^-1")
print("Electronic factor: T(K), x=D/kT, exp(-x), p*, f")
for t in TEMPS:
    x = D / (K_CM * t)
    print(f"{t:6.0f} {x:8.4f} {np.exp(-x):9.5f} "
          f"{excited_fraction(t):9.5f} {factor(t):8.4f}")
print("Comparisons: T(K), 1/f, f/(1/2), f/(1/3), f(T)/f(100 K)")
for t in TEMPS:
    print(f"{t:6.0f} {1 / factor(t):8.4f} {2 * factor(t):8.4f} "
          f"{3 * factor(t):8.4f} {factor(t) / factor(100.0):8.4f}")
print("T(K), activation term -D p* (cm^-1), ratio R")
for t in TEMPS:
    print(f"{t:6.0f} {-D * excited_fraction(t):9.2f} {coupling_ratio(t):8.4f}")
ea_hot = -D * excited_fraction(1000.0)
print(f"activation term at 1000 K = {ea_hot * CM_TO_KJ:.3f} kJ/mol")
two_point = (K_CM * np.log(factor(1000.0) / factor(100.0))
             / (1 / 100.0 - 1 / 1000.0))
print(f"two-point Arrhenius energy of f, 100-1000 K = {two_point:.2f} cm^-1")
print(f"model: barrier without coupling = {V_FREE:.0f} cm^-1, "
      f"upper doublets +{W_UP:.0f} cm^-1")
print(f"model: saddle shift = {saddle_shift:.2f} cm^-1, "
      f"barrier from 2P3/2 = {barrier:.2f} cm^-1")
print(f"model: barrier from the adiabatic curve = {barrier_numeric:.2f} cm^-1")
print("Model flux: T(K), state sum, f exp(-V/kT), with/without coupling, leak")
for t, reactive, formula, ratio, leak in flux_rows:
    print(f"{t:6.0f} {reactive:11.4e} {formula:11.4e} {ratio:8.4f} {leak:9.1e}")
print("tests ok")
```

Output:

```
splitting D = 404.0 cm^-1; k/hc = 0.695035 cm^-1/K
D/k = 581.27 K; A = -269.33 cm^-1; D/3 = 134.67 cm^-1
Electronic factor: T(K), x=D/kT, exp(-x), p*, f
   100   5.8127   0.00299   0.00149   0.4993
   200   2.9063   0.05468   0.02661   0.4867
   300   1.9376   0.14406   0.06719   0.4664
   500   1.1625   0.31269   0.13521   0.4324
   700   0.8304   0.43588   0.17894   0.4105
  1000   0.5813   0.55919   0.21850   0.3907
Comparisons: T(K), 1/f, f/(1/2), f/(1/3), f(T)/f(100 K)
   100   2.0030   0.9985   1.4978   1.0000
   200   2.0547   0.9734   1.4601   0.9748
   300   2.1441   0.9328   1.3992   0.9342
   500   2.3127   0.8648   1.2972   0.8661
   700   2.4359   0.8211   1.2316   0.8223
  1000   2.5592   0.7815   1.1722   0.7827
T(K), activation term -D p* (cm^-1), ratio R
   100     -0.60   0.2158
   200    -10.75   0.5542
   300    -27.14   0.7335
   500    -54.62   0.8805
   700    -72.29   0.9338
  1000    -88.28   0.9658
activation term at 1000 K = -1.056 kJ/mol
two-point Arrhenius energy of f, 100-1000 K = -18.92 cm^-1
model: barrier without coupling = 500 cm^-1, upper doublets +5000 cm^-1
model: saddle shift = -7.06 cm^-1, barrier from 2P3/2 = 627.60 cm^-1
model: barrier from the adiabatic curve = 627.61 cm^-1
Model flux: T(K), state sum, f exp(-V/kT), with/without coupling, leak
   100  5.9795e-05  5.9804e-05   0.2388   3.7e-31
   200  5.3263e-03  5.3267e-03   0.5830   6.8e-16
   300  2.2990e-02  2.2991e-02   0.7587   9.0e-11
   500  7.1048e-02  7.1050e-02   0.8985   1.2e-06
   700  1.1301e-01  1.1301e-01   0.9474   7.0e-05
  1000  1.5839e-01  1.5839e-01   0.9756   1.5e-03
tests ok
```
